# Sweeping the gap of a three-beam Talbot image halves its pitch

A grating mask held at a fixed distance above a resist film prints a pattern that depends on that distance. Take a mask of pitch 600 nm lit at 365 nm, with the order amplitudes used below. At the worst gaps one set of lines at the resist surface receives a dose of 0.93 and the set midway between them 0.14, in units of the dose of the wave incident on the mask. Change the gap by 885 nm and the two sets exchange roles. Halfway between these gaps they are equally bright at the surface, and the pattern there has a pitch of 300 nm. A wafer whose bow varies the gap by two micrometres therefore carries all of these patterns at once. Sweeping the gap during exposure removes this sensitivity if the length of the sweep is right.

## The statement and its setting

The mask has pitch $p$ along $x$, and a plane wave of wavelength $\lambda$ meets it at normal incidence. Let $z$ point from mask to wafer, let the time factor be $e^{-i\omega t}$, and put $K=2\pi/p$, $k=2\pi/\lambda$. Order $m$ has the axial wavenumber $\sqrt{k^2-m^2K^2}$ in air. For

$$\lambda<p<2\lambda$$

this is real for $m=0,\pm1$ and imaginary for all higher orders. The slowest of these to decay is order 2, with amplitude $\exp(-d\sqrt{4K^2-k^2})$ after a gap $d$. With many decay lengths in the gap, three beams reach the wafer. Write $k_z=\sqrt{k^2-K^2}=k\cos\theta$ for the two first orders.

The resist has index $n$, absorbs nothing, and lies on a substrate that reflects nothing; light sent back by the mask is ignored. The gap moves at constant speed under constant irradiance, and the resist adds up $|E|^2$. Under these assumptions a sweep of length

$$Z=\frac{2\pi}{k-k_z}=\frac{\lambda}{1-\sqrt{1-\lambda^2/p^2}},$$

from any starting gap, gives the dose

$$D(x)=|B_0|^2+2|B_1|^2\,(1+\cos 2Kx)\qquad(1)$$

at every depth. Here $B_0$ and $B_1$ are the amplitudes in the resist of order 0 and of each first order. The first orders are taken as equal, and the electric field lies along the lines (TE). The other polarization (TM) and unequal orders are treated below.

## First derivation: adding the waves

**Entry into the resist.** In the resist a first order has axial wavenumber $\kappa=\sqrt{n^2k^2-K^2}=nk\cos\theta_r$. For TE light the field and its slope along $z$ are continuous at the surface. With reflected amplitude $r$ and transmitted amplitude $t_1$,

$$1+r=t_1,\qquad k_z(1-r)=\kappa t_1 .$$

Dividing the second equation by $k_z$ and adding the first gives $2=t_1(1+\kappa/k_z)$, so

$$t_1=\frac{2k_z}{k_z+\kappa},\qquad t_0=\frac{2}{1+n},$$

where $t_0$ follows by setting $K=0$. If $a_m$ is the amplitude of order $m$ at the mask, then $B_m=t_ma_m$.

**Field and dose rate.** At depth $s$ below the resist surface,

$$E=B_0e^{i(kd+nks)}+F(x)\,e^{i(k_zd+\kappa s)},\qquad F=B_+e^{iKx}+B_-e^{-iKx}.$$

Take out the phase of order 0 and define $q=k-k_z$, $q_r=nk-\kappa$ and $\Phi=qd+q_rs$:

$$E=e^{i(kd+nks)}\left[B_0+F(x)e^{-i\Phi}\right].\qquad(2)$$

The prefactor has modulus one, so

$$|E|^2=|B_0|^2+|F|^2+2\,\mathrm{Re}\!\left[F B_0^*e^{-i\Phi}\right],$$

$$|F|^2=|B_+|^2+|B_-|^2+2\,\mathrm{Re}\!\left[B_+B_-^*e^{2iKx}\right].$$

The two first orders share one axial wavenumber, so their mutual interference, which has period $p/2$, contains neither $d$ nor $s$. Their interference with order 0 has period $p$ and carries all the dependence on gap and depth. For equal first orders $F=2B_1\cos Kx$, and this fundamental is

$$4|B_0B_1|\cos Kx\,\cos(\Phi-\varphi),\qquad \varphi=\arg(B_1/B_0).$$

**The sweep.** At constant speed, averaging over time is averaging over gap. For a sweep from $d_0$ to $d_0+L$,

$$\frac1L\int_{d_0}^{d_0+L}e^{-iqd}\,\mathrm{d}d=\frac{e^{-iqd_0}\left(1-e^{-iqL}\right)}{iqL}=e^{-iq(d_0+L/2)}\,S,$$

$$S=\frac{\sin(\pi L/Z)}{\pi L/Z}.\qquad(3)$$

The last step takes $e^{-iqL/2}$ out of the bracket, which leaves $2i\sin(qL/2)$, and uses $qL/2=\pi L/Z$. The sweep thus multiplies the fundamental by $S$ and fixes its phase at the middle gap. It vanishes for $L=Z,2Z,3Z,\dots$, whatever $d_0$ and $s$ are. For another length the cosine may happen to be zero at one depth, but not throughout a range of depths. What remains is $|B_0|^2+|F|^2$, and with $|F|^2=4|B_1|^2\cos^2Kx=2|B_1|^2(1+\cos2Kx)$ this is equation (1).

**Unequal first orders.** The same average leaves $|B_0|^2+|B_+|^2+|B_-|^2+2|B_+B_-|\cos(2Kx+\psi)$, with $\psi=\arg(B_+/B_-)$. The fundamental is still absent. The fringes are displaced, and since $2|B_+B_-|\le|B_+|^2+|B_-|^2$, their contrast for a given total first-order dose is greatest when the orders are equal.

## Second derivation: half a beat is half a pitch

This route evaluates no oscillating integral. Increase the gap by $Z/2$. Order 0 gains the factor $e^{ikZ/2}$, and each first order gains

$$e^{ik_zZ/2}=e^{ikZ/2}e^{-iqZ/2}=e^{ikZ/2}e^{-i\pi}=-e^{ikZ/2}.$$

Apart from a common phase, the first orders change sign. A sideways step of $p/2$ does the same, since $e^{\pm iKp/2}=e^{\pm i\pi}=-1$. With $I=|E|^2$,

$$I(x,s,d+Z/2)=I(x+p/2,s,d).\qquad(4)$$

This is the exchange of bright lines described at the start. Cut the sweep into halves and apply (4) to the second:

$$D(x,s)=\frac1Z\int_{d_0}^{d_0+Z/2}\left[I(x,s,d)+I(x+p/2,s,d)\right]\mathrm{d}d .$$

Replacing $x$ by $x+p/2$ exchanges the two terms, because $I$ has period $p$. Hence $D$ has period $p/2$.

**Depth.** By (2), $I$ depends on $d$ and $s$ through $\Phi=qd+q_rs$ alone. Going deeper by $\Delta s$ is equivalent to widening the gap by $q_r\Delta s/q$. That moves the window of integration, and the integral of a periodic function over a full period does not depend on where the window begins. So $D$ is the same at all depths.

**Coefficients.** A product of two fields with orders between $-1$ and $1$ contains harmonics of $K$ up to the second. The odd ones are excluded by the period $p/2$, and for equal first orders $I(-x)=I(x)$. Therefore $D=M+C\cos2Kx$, and two facts fix the constants.

- Averaged over $x$, different orders do not interfere, so $M=|B_0|^2+2|B_1|^2$.
- At $x=p/4$ the first orders cancel, since $\cos Kx=0$. Order 0 alone remains at every gap, so $M-C=|B_0|^2$.

Subtraction gives $C=2|B_1|^2$, which is equation (1) again.

**TM light.** With the magnetic field along the lines, the electric vectors of the orders are no longer parallel. In the resist the first orders have components $E_x\propto\cos\theta_r$ and $E_z\propto\mp\sin\theta_r$, while order 0 has $E_x$ alone. Relation (4) holds for each component, so the fundamental vanishes as before, and $M$ is unchanged in form. At $x=p/4$ the $E_x$ of the first orders cancels, but their $E_z$ adds to modulus $2|B_1|\sin\theta_r$. Thus

$$M-C=|B_0|^2+4|B_1|^2\sin^2\theta_r\;\Rightarrow\; C=2|B_1|^2\cos2\theta_r .$$

The entry factor changes too. Now $H$ and its slope divided by $n^2$ are continuous, so $n^2k_z$ replaces $k_z$ in $t_1$ and the transmitted $H$ is $2n^2k_z/(n^2k_z+\kappa)$. A plane wave in the resist has $|E|=|H|/n$ in units where the two are equal in air. Dividing by $n$ and inserting the angles gives

$$t_1^{\rm TM}=\frac{2\cos\theta}{n\cos\theta+\cos\theta_r}.$$

The half-pitch term would vanish at $\theta_r=45^\circ$. Since $\sin\theta_r=\lambda/(np)<1/n$, this cannot happen for beams entering from air if $n>\sqrt2$.

## What each derivation assumes

Both need normal incidence, three beams and linear accumulation of dose. They differ in what they need from the sweep.

The symmetry argument needs every gap $d$ to be paired with $d+Z/2$ at equal weight. A uniform sweep over $Z$ does this, but so do two equal exposures at fixed gaps $Z/2$ apart. They give the same dose (1), because the fundamental is the sole part that depends on gap and it cancels between them. The wave sum adds what happens when the pairing is imperfect. If the intended length is wrong by a small fraction $\epsilon$, equation (3) gives $|S|\approx\epsilon$ for the sweep. Two exposures separated by $(1+\epsilon)Z/2$ leave the factor $|\cos[\pi(1+\epsilon)/2]|\approx\pi\epsilon/2$, which is about 1.6 times larger.

The symmetry argument does not need the form of the waves inside the film to prove that the period is $p/2$. It uses the phases gained in the gap and the fact that the film treats each order separately. A reflecting substrate therefore leaves the fundamental absent. The proof of depth independence does use the form (2), with one downward wave per order, and this part fails when the substrate reflects.

If $p>2\lambda$, second orders propagate and a further beat enters. In the paraxial limit order $m$ lags order 0 by $m^2q$ per unit gap, so the beats between orders 0 and 1 and between 1 and 2 have wavenumbers $q$ and $3q$, and one sweep over $Z$ removes both. Outside that limit the ratio is not a whole number in general, and some fundamental remains.

## The length of the sweep

The paraxial Talbot length $2p^2/\lambda$ is an approximation to $Z$ for small angles. With $\lambda/p=\sin\theta$,

$$\frac{2p^2/\lambda}{Z}=\frac{2(1-\cos\theta)}{\sin^2\theta}=\frac{2}{1+\cos\theta},$$

because $\sin^2\theta=(1-\cos\theta)(1+\cos\theta)$. The ratio tends to 1 for $p\gg\lambda$. In the three-beam range $\cos\theta$ lies below $\sqrt3/2$, so the paraxial length is too long by more than 7%, and by nearly a factor of 2 as $p$ approaches $\lambda$.

## Worked example

Take $\lambda=365$ nm, $p=600$ nm, a resist film 300 nm thick with $n=1.7$, and mask amplitudes $a_0=0.4$, $a_{\pm1}=0.5i$. Then $\cos\theta=0.7937$, and

$$Z=\frac{365\ \text{nm}}{1-0.7937}=1769\ \text{nm}.$$

The spacing of successive maxima in a numerically integrated field is also 1769 nm. The amplitude of order 2 decays over 84 nm, which is negligible against a gap of tens of micrometres. In the resist $\cos\theta_r=0.9338$, so

$$t_0=\frac{2}{2.7}=0.741,\qquad t_1=\frac{2(0.7937)}{0.7937+1.7(0.9338)}=0.667,$$

$$|B_0|=0.2963,\qquad |B_1|=0.3333 .$$

The mean dose is $0.0878+0.2222=0.310$ and the half-pitch amplitude is 0.222. The dose runs between 0.088 and 0.532 with a period of 300 nm. At fixed gap the fundamental reaches $4|B_0B_1|=0.395$, more than the mean dose. The contrast is

$$V=\frac{2|B_1|^2}{|B_0|^2+2|B_1|^2}=\frac{0.2222}{0.3100}=0.717 .$$

A weaker order 0 raises $V$ towards 1; without order 0 there is no fundamental and no need of a sweep. At the edge of a 150 nm line, where the dose equals its mean, the normalized log-slope is $(p/4)\,|D'|/D=(p/4)(2K)V=\pi V=2.25$. With the same mask amplitudes taken for both polarizations, the contrast is 0.546 for TM light and 0.629 for unpolarized light; a real mask of this pitch diffracts the two polarizations differently.

As a test of the whole chain, the wave equation was integrated numerically through film and gap, and $|E|^2$ was averaged over the sweep. This was done for both polarizations, for equal and unequal first orders, and for sweeps of $0.6Z$, $Z$, $2p^2/\lambda$ and $3Z$. The largest difference from the formulas was $6\times10^{-11}$ in dose.

**A wrong length.** Relative to the half-pitch amplitude, the residual fundamental is at most $2|B_0/B_1|\,|S|=1.78\,|S|$. A sweep over the paraxial length of 1973 nm has $L/Z=1.115$ and $|S|=0.101$, hence a residual of 18%. Neighbouring peaks then receive about $0.532\pm0.040$ at the worst starting gap. A sweep 2% too long leaves 3.5%.

## Comparison with a real exposure

The example lies in the regime of displacement Talbot lithography near the mercury i-line. The index is a rough typical value; the mask amplitudes are chosen, and a mask that suppresses order 0 better would give higher contrast. The inputs for the following estimates are also rough, and each effect is taken alone, for TE light.

*Depth.* The largest departure from depth independence found here comes from the substrate. On bare silicon at this wavelength the reflectance under resist is roughly 40%, and the mean dose then swings between about 0.2 and 3 times its nominal value through the film, so depth independence is lost. A reflectance near 1% requires an antireflection layer under the resist, and that case is taken here. It means a reflected amplitude of modulus 0.1. If this amplitude is real and positive, the standing wave makes the mean dose vary through the film from 0.79 to 1.17 of its nominal value, and the contrast from 0.66 to 0.74. Another phase of the reflection shifts these limits, by up to about 0.1 for the mean dose. The fundamental stays absent, as the symmetry argument requires. Absorption of 0.5 µm⁻¹ lowers the mean dose by 15% from top to bottom.

*Source divergence.* A small tilt $\delta$ of the illumination adds $k\delta$ to each transverse wavenumber, so the first orders have $k_{z\pm}\approx k_z\mp kK\delta/k_z$. Their mutual phase becomes $2K(x-\delta d/\cos\theta)$, and the fringes move by $\delta d/\cos\theta$. For a sweep that starts at a gap of 50 µm the middle gap is 50.9 µm, and there $\delta=0.5$ mrad gives a shift of 32 nm. A source spread evenly over tilts of $\pm0.5$ mrad along $x$ multiplies the contrast by 0.927. As the gap grows the contrast falls further, until it reaches zero at $p\cos\theta/(4\delta)$, here 238 µm. Beyond that gap the fringes return weakly, with bright and dark exchanged.

*Diffusion.* Gaussian blur of standard deviation $\sigma=20$ nm multiplies the contrast by $e^{-2(K\sigma)^2}=0.916$. Together with the source divergence it lowers 0.717 to about 0.61.

*Residual fundamental.* Relative to the half-pitch amplitude, and at the worst starting gap, a lateral drift of 10 nm during the sweep leaves 3.0%, a wavelength 2 nm too long 1.2%, and a tilt of 0.5 mrad 0.3%. Light reflected by the wafer and returned specularly by a mask of amplitude reflectance 0.2 leaves 0.7%; its diffraction at the mask on return is not included.

*Bleaching.* If the resist becomes transparent as it is exposed, the later part of the sweep counts for more deep in the film. Suppose first that the film clears equally at every $x$. A weight that rises linearly by a fraction $\eta$ of its mean leaves $|S|\le\eta/2\pi$, since $\int_0^1u\cos(2\pi u+\alpha)\,\mathrm{d}u=\sin\alpha/2\pi$. Complete bleaching of the 15% absorption loss in a single sweep gives $\eta\approx0.16$ and a residual of about 4.5%. Spreading the same change over $N$ sweeps in the same direction divides it by $N$. A real film clears faster under the bright lines, and this works against the residual. If the transmission $T$ of the layer above a point depended only on the local accumulated dose $D$, the point would receive $\int T(D)\,\mathrm{d}D$, a function of the final dose alone, and the fundamental would be absent. The cancellation is incomplete because the fixed-gap pattern changes with depth and the first orders travel obliquely. The 4.5% is therefore the result for even clearing at a constant rate, not a prediction for a real film; even clearing that is exponential in dose gives somewhat less.

A resist whose local response depends on the accumulated dose alone, even nonlinearly, keeps the period $p/2$, because any function of $D(x)$ has the period of $D$. The remaining values are in the numerical output below.

## Calculated quantities

```
wavelength: 365 nm
mask pitch: 600 nm
resist index: 1.7
resist thickness: 300 nm
mask amplitude, order 0 (modulus): 0.4
mask amplitude, orders +-1 (modulus): 0.5
power in three orders / incident: 0.557
first-order angle in air: 37.47 deg
first-order angle in resist: 20.97 deg
cosine of angle in air: 0.7937
cosine of angle in resist: 0.9338
decay length of order 2 amplitude: 83.8 nm
beat period Z, formula: 1769.1 nm
beat period Z, from field maxima: 1769.1 nm
paraxial length 2p^2/wavelength: 1972.6 nm
beat period inside resist: 3242 nm
entry factor t0: 0.7407
entry factor t1, TE: 0.6666
entry factor t1, TM: 0.6953
B0: 0.2963
B1: 0.3333
fixed gap: largest fundamental amplitude: 0.3950
scanned: mean dose: 0.3100
scanned: half-pitch amplitude: 0.2222
scanned: highest dose: 0.5322
scanned: lowest dose: 0.0878
period of scanned pattern: 300 nm
contrast, TE: 0.717
contrast, TM: 0.546
contrast, unpolarized: 0.629
normalized log-slope, TE, 150 nm line: 2.25
largest mismatch, formula vs integration: 6.1e-11
Residual fundamental / half-pitch amplitude, worst starting gap:
  paraxial sweep length: 17.9 %
  sweep 2 % too long: 3.48 %
  wavelength 2 nm too long: 1.22 %
  illumination tilt 0.5 mrad: 0.33 %
  lateral drift 10 nm during sweep: 2.96 %
  mask re-reflection, amplitude 0.2: 0.67 %
Other neglected effects:
  mask re-reflection: mean dose, lowest/nominal: 1.0002
  mask re-reflection: mean dose, highest/nominal: 1.0077
  fringe shift at 0.5 mrad, 50 um gap: 32.1 nm
  contrast factor, +-0.5 mrad source: 0.927
  absorption coefficient: 0.5 1/um
  dose loss, top to bottom of resist: 14.6 %
  substrate reflectance: 1.0 %
  its mean dose in depth, lowest/nominal: 0.786
  its mean dose in depth, highest/nominal: 1.171
  its contrast in depth, lowest: 0.656
  its contrast in depth, highest: 0.741
  diffusion blur (standard deviation): 20 nm
  contrast factor from diffusion: 0.916
```
